Muon and proton zero-point energies and the limits of static sites

**Problem**

A positive muon and a proton can occupy the same interstitial site of a host. Their masses are m_μ = 206.768 and m_p = 1836.153 electron masses. Both move in the same Born–Oppenheimer potential V, because they carry the same charge and V does not contain their mass.

(a) Show that the muon's zero-point energy is about three times the proton's, and find what this factor depends on.

(b) Two equivalent sites lie a distance d = 2a apart, with a barrier B between them. Estimate the barrier below which the particle's ground level lies above the barrier top.

(c) Apply the result to B = 0.003 hartree and d = 2 bohr, which are model values, and tabulate the critical barrier for a few distances.

(d) Decide whether a particle whose level lies below the barrier may be assigned to one site.

Hartree atomic units are used, with ħ = 1 and the electron mass equal to 1. The host atoms are held fixed unless stated otherwise. Electronic nonadiabaticity and the dressing of the particle by phonons are left out. Energies are measured from the minimum of V.

**Solution**

**(a) The factor three**

Near a site, expand V to second order in the displacement. The principal force constants k₁, k₂, k₃ are second derivatives of V, so they are the same for both particles. Each direction is an oscillator of frequency √(kᵢ/m), and

E = ½ Σᵢ √(kᵢ/m) = m^(−1/2) · ½ Σᵢ √kᵢ.

The sum cancels in the ratio:

E_μ/E_p = √(m_p/m_μ) = √8.8802 = 2.980.

This needs a harmonic site and a static host. Without the harmonic assumption there are still two bounds. Write the ground energy as K/m + P, where K = ½⟨|∇ψ|²⟩ and P = ⟨V⟩ are evaluated in the ground state of the particle concerned. Using the muon's state as a trial state for the proton gives

E_p ≤ K_μ/m_p + P_μ < K_μ/m_μ + P_μ = E_μ.

Using the proton's state for the muon, with r = m_p/m_μ, gives

E_μ ≤ r K_p/m_p + P_p = r E_p − (r − 1)P_p < r E_p.

The last step uses P_p > 0. Hence

1 < E_μ/E_p < 8.88

for any such potential with a bound ground state. The harmonic value lies inside this range.

A purely quartic site, V = c x⁴, shows how the factor can rise. On a length ℓ the kinetic energy is of order 1/(mℓ²) and the potential energy of order cℓ⁴. Setting x = ℓu with ℓ = (mc)^(−1/6) makes the two coefficients equal, and the Hamiltonian becomes 1/(mℓ²) times an operator without parameters. Therefore

E ∝ 1/(mℓ²) = c^(1/3) m^(−2/3),

and the ratio is 8.8802^(2/3) = 4.288.

A moving harmonic host can change the factor in the other direction, as the simplest case shows. Let the particle be joined by a spring k to a host atom of mass M, itself anchored by a spring K_h. The mass-weighted force-constant matrix has diagonal elements k/m and (k + K_h)/M and off-diagonal element −k/√(mM). Its determinant is kK_h/(mM). For the two frequencies, (ω₁ + ω₂)² equals the trace plus twice the root of the determinant:

(ω₁ + ω₂)² = k/m + (k + K_h)/M + 2√(kK_h/(mM)) = (α + β)² + k/M,

with α = √(k/m) and β = √(K_h/M). Without the particle the host atom has zero-point energy β/2, so the particle adds

E_add = ½(α + e), e = √((α + β)² + k/M) − (α + β).

The excess e is positive and falls as α grows, since it equals k/M divided by the sum of the root and α + β. The muon has the larger α, hence the smaller e, and the ratio of added energies is below α_μ/α_p = 2.980. For k = 0.032 and K_h = 0.1 hartree/bohr² and M = 50000 electron masses it is 2.945. For these values the recoil is a small correction. The argument takes K_h to be the same with and without the particle. If the particle softens the host's own springs, the added energy contains a negative term common to both masses, and the ratio can then exceed 2.980.

**(b) The barrier that the ground level exceeds**

Take the simplest smooth potential with two equivalent sites at x = ±a and a barrier B at x = 0:

V(x) = B(1 − x²/a²)².

Put x = as. The kinetic operator becomes −(1/(2ma²)) d²/ds². Taking out the factor 1/(ma²) leaves

H = (1/(ma²)) [ −½ d²/ds² + g(1 − s²)² ], g = ma²B.

The dimensionless barrier g is the one remaining parameter. In scaled units, meaning units of 1/(ma²), the barrier height is g.

A first estimate is harmonic. At x = a + q, the bracket 1 − x²/a² is −2q/a to first order, so V ≈ 4Bq²/a². Comparison with ½kq² gives k = 8B/a², and

E_h = ½√(8B/m)/a, or √(2g) in scaled units.

Setting √(2g) = g gives g = 2. This shows the mass dependence, but it applies the parabola where the potential is no longer parabolic.

The true crossing is the value of g at which the lowest scaled energy ε₀(g) equals g. There is just one. For g₂ > g₁, use the ground state at g₁ as a trial state at g₂. With K₁ and P₁ the expectation values of −½d²/ds² and (1 − s²)² in that state,

ε₀(g₂)/g₂ ≤ K₁/g₂ + P₁ < K₁/g₁ + P₁ = ε₀(g₁)/g₁.

So ε₀/g falls steadily. It is large at small g and tends to √(2g)/g → 0 at large g, and it passes 1 once. The same argument holds among odd states for the lowest odd level.

A bound on the crossing follows by hand. The trial function exp(−ws²/2) has

½⟨p²⟩ = w/4, ⟨s²⟩ = 1/(2w), ⟨s⁴⟩ = 3/(4w²).

Since g(1 − s²)² − g = g(s⁴ − 2s²), the trial energy equals g when

w/4 + g(3/(4w²) − 1/w) = 0, that is, g = w³/(4w − 3).

At such a g the true level lies lower than the trial energy, so the level is already below the barrier and the crossing is at smaller g. The best bound is the minimum over w. Setting the derivative to zero gives 3w²(4w − 3) = 4w³, so w = 9/8 and

g_even < (729/512)/(3/2) = 243/256 = 0.949.

For the odd state use s·exp(−ws²/2), for which ½⟨p²⟩ = 3w/4, ⟨s²⟩ = 3/(2w) and ⟨s⁴⟩ = 15/(4w²). The same condition gives g = w³/(4w − 5), with its minimum at w = 15/8:

g_odd < 675/256 = 2.637.

These are bounds, not close estimates. Numerical diagonalization and a separate integration of the wave equation agree on

g_even = 0.683, g_odd = 2.148.

With g = ma²B and a = d/2, the ground level lies above the barrier when

B < 0.683/(ma²) = 2.73/(md²).

The harmonic estimate g = 2 is too large by a factor 2.9. The critical barrier varies as 1/m, although the harmonic energy varies as m^(−1/2). The reason is that the level itself depends on the barrier: E_h ∝ √(B/m), and E_h = B then requires √B ∝ m^(−1/2). At equal d, in this one-dimensional well, the muon's critical barrier is 8.88 times the proton's, not three times.

The crossing has a direct meaning for the position of the particle. At s = 0 the Schrödinger equation reads −½ψ″ + gψ = ε₀ψ, so

ψ″(0)/ψ(0) = 2(g − ε₀).

The ground state is even, hence ψ′(0) = 0 and the density has second derivative 2ψψ″ there. For ε₀ < g the density has a dip at the midpoint. For ε₀ > g it has a peak, and the nominal saddle becomes the most probable position. A static assignment to either site then describes the wrong place.

Between g = 0.683 and g = 2.148 the ground level is below the barrier and its odd partner is above it. A packet on one side is the sum or difference of these two states, so it cannot be built from levels below the barrier. Static assignment is not justified in this interval either.

**(c) The example and a table**

For B = 0.003 hartree (0.082 eV) and a = 1 bohr, the dimensionless barriers are

muon: g = 206.768 × 0.003 = 0.620,
proton: g = 1836.153 × 0.003 = 5.51.

The muon is below g_even, and the proton is above g_odd. The harmonic energies are

muon: ½√(0.024/206.768) = 0.00539 hartree,
proton: ½√(0.024/1836.153) = 0.00181 hartree,

with ratio 2.98. The solved ground levels are 0.00312 and 0.00155 hartree. The muon's level exceeds the barrier by 4 percent of B, whereas the harmonic value would put it at 1.8 times B. The midpoint density, relative to that at x = a, is 1.50 for the muon and 0.23 for the proton. One nucleus-like particle is centred on the saddle while the other keeps two maxima, in the same potential.

The solved energy ratio is 2.01, not 2.98. The factor three fails here because both levels lie below their harmonic values, and by different amounts: the solved level is 0.58 of the harmonic one for the muon and 0.86 for the proton. At the same distance the ratio is 2.51 for B = 0.02, 2.89 for B = 0.1 and 2.94 for B = 0.5 hartree, approaching the harmonic value as the wells deepen. It does not keep falling towards small B. With s = g^(−1/6)u, the scaled Hamiltonian is g^(1/3) times

−½ d²/du² + u⁴ − 2g^(1/3)u² + g^(2/3).

The last two terms vanish as g → 0, and the ratio tends to the quartic value 4.29.

Critical barriers in hartree, from B = g/(ma²):

| d (bohr) | muon, ground level | muon, odd level | proton, ground level |
|---|---|---|---|
| 2 | 0.00331 | 0.01039 | 0.00037 |
| 3 | 0.00147 | 0.00462 | 0.00017 |
| 4 | 0.00083 | 0.00260 | 0.00009 |

At d = 2 bohr the ground-level values are 0.090 eV for the muon and 0.010 eV for the proton. Below the first muon column, the muon's ground level is above the barrier. Between the two muon columns, only the even member of its lowest pair is below. These entries belong to the quartic double well; another barrier shape changes the coefficients, but the factor 1/m remains if the shape is kept and the whole potential is multiplied by a constant.

**Transverse motion**

In three dimensions it would be wrong to compare the total zero-point energy with the bare barrier, because transverse zero-point energy is also present at the saddle. Consider one transverse coordinate y, in scaled units:

H = −½∂²/∂s² − ½∂²/∂y² + v(s) + ½ω(s)²y².

At fixed s the y part has lowest energy ½ω(s). The particle therefore meets, in the adiabatic approximation, the path potential

U(s) = v(s) + ½ω(s).

Replacing the y part by its minimum can only lower the energy, so the ground energy of −½d²/ds² + U is a lower bound. For an upper bound take the trial function χ(s)φ(y; s), with φ = (ω/π)^(1/4) exp(−ωy²/2). Normalization of the real function φ removes the cross term in the kinetic energy. What remains beyond U is ½⟨(∂φ/∂s)²⟩. Since ∂φ/∂ω = (1/(4ω) − y²/2)φ, ⟨y²⟩ = 1/(2ω) and ⟨y⁴⟩ = 3/(4ω²),

½ω′² [1/(16ω²) − 1/(8ω²) + 3/(16ω²)] = ω′²/(16ω²).

Adding this term to U gives the upper bound.

As a case, let v have the scaled barrier 3 and let ω = 10 at the sites. Between the sites ω varies as 10 + (ω_s − 10)(1 − s²)², and outside them it stays at 10. The effective barrier is then 3 + ½(ω_s − 10).

- For ω_s = 10 the total zero-point energy is 6.87, more than twice the bare barrier. Yet the midpoint density is 0.62 of that at the site, and two maxima survive. The path part of the energy is 6.87 − 5 = 1.87, below 3.
- For a soft saddle, ω_s = 5, the effective barrier is 0.5. The full energy is 5.778, between the bounds 5.753 and 5.787, and the density ratio is 2.42. The particle is centred on the saddle.
- For a stiff saddle, ω_s = 15, the effective barrier is 5.5 and the density ratio falls to 0.17.

Transverse modes can thus reverse the verdict at the same bare barrier. In physical units their contribution to the effective barrier varies as m^(−1/2) for fixed force constants, so when it differs between site and saddle the critical bare barrier no longer scales as 1/m, and neither the table nor the factor 8.88 carries over unchanged. In harmonic form, the condition for the level to exceed the effective barrier is

E_zp(site) − E_zp(saddle, real modes) > B.

This form inherits the harmonic error found in (b), so it is a warning sign rather than a sharp threshold.

**(d) Below the barrier**

A level below the barrier does not by itself give a static site, because two equivalent sites are connected by tunnelling. For deep wells the splitting Δ = ε₁ − ε₀ can be found from the tail of a state localized at s = 1. Let ω now denote the scaled site frequency along the path, ω = √(8g), and let u = 1 − s. The local decay rate is

p = √(2g)(1 − s²) = ½ωu(2 − u).

Write ψ_R = N exp(−S − T) with dS/du = p. Insert this in the Schrödinger equation with energy ω/2. The terms in p² cancel. Neglecting T′² and T″, which do not grow with ω, leaves

−pT′ + ½p′ = ½ω.

Since p′ = ω(1 − u), this gives

T′ = (p′ − ω)/(2p) = −1/(2 − u), exp(−T) = 2/(2 − u).

Near u = 0 the function becomes the site Gaussian, so N = (ω/π)^(1/4). At the midpoint, u = 1, S = ω(½ − 1/6) = ω/3, and

ψ_R(0) = 2(ω/π)^(1/4) exp(−ω/3).

To connect this with the splitting, combine the equations for ψ_R, with energy ε, and for the even state ψ₀ ≈ (ψ_R + ψ_L)/√2, where ψ_L is the mirror image. Multiply each by the other function, subtract, and integrate over s > 0. With ψ₀′(0) = 0,

½ψ_R′(0)ψ₀(0) = (ε − ε₀)∫ψ₀ψ_R ds.

Here ψ₀(0) = √2ψ_R(0) and the integral is close to 1/√2, so ε − ε₀ = ψ_R(0)ψ_R′(0). The odd state vanishes at the midpoint and has slope √2ψ_R′(0); the same steps give ε₁ − ε = ψ_R(0)ψ_R′(0). To leading order ψ_R′(0) = pψ_R(0) = ½ωψ_R(0). Adding the two shifts,

Δ = ωψ_R(0)² = 4ω^(3/2) π^(−1/2) exp(−2ω/3).

Division by ma² restores physical units. A packet prepared on one side reaches the other when the relative phase of the two states is π, after a time π/Δ.

For the proton of the example the solved splitting is 1.81 × 10⁻⁴ hartree, and π/Δ is 0.42 ps. Even the proton, safely below the barrier, is not static if the sites are truly equivalent and the motion is coherent. For a muon to need 2 μs, roughly its lifetime, the barrier would have to be 0.84 hartree at d = 2 bohr or 0.19 hartree at d = 4 bohr. At these barriers the formula exceeds the solved splitting by 4 to 5 percent. The first value is about 250 times the barrier at which the ground level crosses the top. In electronvolts the two barriers are 23 and 5, far above ordinary barriers for interstitial motion.

What can hold the particle is an energy difference b between the sites, for example from strain. With Δ and b in the same units, the two-state Hamiltonian has diagonal elements ±b/2 and off-diagonal elements −Δ/2. Its square is Ω²/4 times the unit matrix, with Ω = √(Δ² + b²), so

exp(−iHt) = cos(Ωt/2) − (2iH/Ω) sin(Ωt/2).

The probability of transfer is the squared off-diagonal element:

P(t) = [Δ²/(Δ² + b²)] sin²(Ωt/2).

At b = 3Δ it never exceeds 1/10. Propagation in the full tilted double well at g = 15 gives a maximum of 0.0999. The two-state form requires b and Δ to be small compared with the spacing to higher levels in the well. A larger bias can bring the ground level of the upper site into resonance with an excited level of the other site, and the transfer can then be large again. It does not apply to the muon of the example, whose ground level is already above the barrier.

For equivalent or nearly equivalent sites, a static assignment therefore needs two things: a pair of levels below the effective barrier, and little transfer during the observation. At temperatures so low that only the lowest pair is occupied, the second holds if π/Δ is much longer than the observation, or if a bias or loss of coherence suppresses the transfer. Higher pairs tunnel much faster, so even a small thermal occupation of them can matter. Loss of coherence is outside this model, and so is hopping assisted by phonons, which can carry the particle to the lower site despite a bias. So is a barrier obtained by letting the host relax along the path, since heavy atoms then take part in the motion and the single mass m no longer describes it.

The numerical output follows.

Values computed for the example and the checks

```
muon mass 206.768 m_e; proton mass 1836.153 m_e
mass ratio 8.8802; square root 2.9800
energy ratio, harmonic site 2.9800
energy ratio, quartic site 4.2883
host mass 50000 m_e
bond, anchor springs 0.032, 0.1 hartree/bohr^2
energy ratio, moving host 2.9453
scaled even crossing 0.6834; trial bound 0.9492
scaled odd crossing 2.1478; trial bound 2.6367
by integration: even 0.6834, odd 2.1478
example barrier 0.003 hartree = 0.0816 eV
example site distance 2.0 bohr
muon: scaled barrier g 0.6203
muon: harmonic zero-point 0.005387 hartree
muon: ground 0.003118, first excited 0.006973 hartree
muon: density midpoint/site 1.4965
proton: scaled barrier g 5.5085
proton: harmonic zero-point 0.001808 hartree
proton: ground 0.001548, first excited 0.001729 hartree
proton: density midpoint/site 0.2306
d=2 bohr, B=0.003 hartree: solved energy ratio 2.0138
d=2 bohr, B=0.02 hartree: solved energy ratio 2.5068
d=2 bohr, B=0.1 hartree: solved energy ratio 2.8860
d=2 bohr, B=0.5 hartree: solved energy ratio 2.9433
d=2 bohr muon: crossing barriers even 0.003305, odd 0.010388 hartree
d=2 bohr proton: crossing barriers even 0.000372, odd 0.001170 hartree
d=3 bohr muon: crossing barriers even 0.001469, odd 0.004617 hartree
d=3 bohr proton: crossing barriers even 0.000165, odd 0.000520 hartree
d=4 bohr muon: crossing barriers even 0.000826, odd 0.002597 hartree
d=4 bohr proton: crossing barriers even 0.000093, odd 0.000292 hartree
d=2 bohr even crossing: muon 0.0899 eV, proton 0.0101 eV
d=2 bohr harmonic muon crossing 0.009673 hartree
proton splitting 1.8052e-04 hartree
proton transfer time 0.4210 ps
time window 2.0 microseconds
d=2 bohr: muon window barrier 0.8408 hartree; splitting formula/solved 1.0425
d=4 bohr: muon window barrier 0.1859 hartree; splitting formula/solved 1.0454
bias test: g 15.0, bias/splitting 3.0
maximum transfer: solved 0.0999, formula 0.1000
2D scaled bare barrier 3.0, site frequency 10.0
2D constant-frequency total zero-point 6.8705 scaled
saddle frequency 5: effective barrier 0.50 scaled
  lower 5.75333, full 5.77781, upper 5.78724 scaled
  density midpoint/site 2.4183
saddle frequency 10: effective barrier 3.00 scaled
  lower 6.87053, full 6.87053, upper 6.87053 scaled
  density midpoint/site 0.6155
saddle frequency 15: effective barrier 5.50 scaled
  lower 7.55365, full 7.56079, upper 7.56276 scaled
  density midpoint/site 0.1660
```
